# The Dirac equation in cylindrical coordinates: √ρ and the antiperiodic spinor: a numerical check

```python
"""Flat Dirac equation in cylindrical coordinates with axes turning with phi.
Result under test: psi = S(phi) u / sqrt(rho), S = exp(-i phi Sigma_z / 2), gives
  H u = [-i c (alpha_x d_rho + alpha_y d_phi / rho + alpha_z d_z) + beta c^2] u
with u(phi + 2 pi) = -u(phi) when the Cartesian spinor psi is single-valued.
Symbols: c speed of light, k radial wave number, R cylinder radius,
j eigenvalue of -i d_phi on u, E energy including the rest energy c^2.
Example: electron in a cylinder, p_z = 0, wall = very large mass outside.
Atomic units inside; eV and angstrom in the output."""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import jv, kve, jn_zeros

c = 1 / const.fine_structure
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10

pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
Sigma = [np.kron(np.eye(2), s) for s in pauli]
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2))


# ---- Frame operator against Cartesian differentiation, arbitrary spinor ----
def psi(q):
    x, y, z = q
    return np.array([np.exp(1j * (0.3*x - 0.7*y + 0.2*z)) * (1 + x*y),
                     np.cos(x + 0.5*y) + 1j*y*z,
                     x**2 - 1j*y + z,
                     np.sin(x*y) + (0.4 + 0.2j)*z])


def derivative(f, q, axis, h=1e-3):
    d = np.zeros(3)
    d[axis] = h
    q = np.array(q, float)
    return (8*(f(q + d) - f(q - d)) - (f(q + 2*d) - f(q - 2*d))) / (12*h)


def chi(q):
    """Spinor in the turning frame, before multiplication by sqrt(rho)."""
    rho, phi, z = q
    cart = np.array([rho*np.cos(phi), rho*np.sin(phi), z])
    return expm(0.5j * phi * Sigma[2]) @ psi(cart)


def u(q):
    return np.sqrt(q[0]) * chi(q)


def frame_operator(f, q):
    """H/c with constant matrices and no connection term."""
    scale = [1, 1/q[0], 1]
    return c*beta @ f(q) - 1j*sum(scale[i]*alpha[i] @ derivative(f, q, i)
                                for i in range(3))


worst_u, worst_term = 0.0, 0.0
for q in ([0.8, 0.6, 0.3], [1.4, 2.5, -0.5], [0.5, 4.4, 0.9]):
    rho, phi, z = q
    point = [rho*np.cos(phi), rho*np.sin(phi), z]
    h_psi = c*beta @ psi(point) - 1j*sum(
        alpha[i] @ derivative(psi, point, i) for i in range(3))
    h_turned = expm(0.5j*phi*Sigma[2]) @ h_psi
    worst_u = max(worst_u, np.abs(np.sqrt(rho)*h_turned
                                - frame_operator(u, q)).max())
    missing = h_turned - frame_operator(chi, q)
    expected = -1j*alpha[0] @ chi(q) / (2*rho)
    worst_term = max(worst_term, np.abs(missing - expected).max())
    assert np.abs(missing).max() > 0.1
assert worst_u < 1e-8 and worst_term < 1e-8

q0 = np.array([0.8, 0.6, 0.3])
q1 = q0 + np.array([0, 2*np.pi, 0])
turn_factor = np.vdot(u(q0), u(q1)) / np.vdot(u(q0), u(q0))
assert np.allclose(u(q1), -u(q0), atol=1e-10)

# ---- Spin connection from the metric and the frame vectors ----
r, p, zz = sp.symbols("rho phi z", positive=True)
coords = (r, p, zz)
metric = sp.diag(1, r**2, 1)
inverse = metric.inv()
frame = sp.diag(1, 1/r, 1)


def christoffel(n, m, s):
    return sum(inverse[n, l]*(sp.diff(metric[l, s], coords[m])
               + sp.diff(metric[l, m], coords[s])
               - sp.diff(metric[m, s], coords[l])) for l in range(3)) / 2


def connection(mu):
    total = np.zeros((4, 4), complex)
    for a in range(3):
        for b in range(3):
            w = sum(metric[n, n]*frame[n, a]*(
                sp.diff(frame[n, b], coords[mu])
                + sum(christoffel(n, mu, s)*frame[s, b] for s in range(3)))
                for n in range(3))
            total += 0.25*float(sp.simplify(w)) * Sigma[a] @ Sigma[b]
    return total


gamma = [connection(mu) for mu in range(3)]
step = 1e-4
s_derivative = (expm(-0.5j*step*Sigma[2]) - expm(0.5j*step*Sigma[2]))/(2*step)
assert np.allclose(gamma[1], s_derivative, atol=1e-8)
assert np.allclose(gamma[0], 0) and np.allclose(gamma[2], 0)
loop = expm(2*np.pi*gamma[1])
assert np.allclose(loop, -np.eye(4), atol=1e-10)

# ---- Cylinder levels from the frame equation (Bessel condition) ----
radius_angstrom = 1.0
R = radius_angstrom / bohr


def total_energy(x):
    return np.sqrt(c**4 + (c*x/R)**2)


def kinetic(x):
    """E - c^2 in eV for kR = x, free of cancellation."""
    return hartree * (c*x/R)**2 / (total_energy(x) + c**2)


def small_ratio(x):
    return c*(x/R) / (total_energy(x) + c**2)


def bessel_root(j, outside_mass=None):
    """Lowest kR; outside_mass in electron masses, None = infinite."""
    n = j - 0.5

    def mismatch(x):
        wall = 1.0
        if outside_mass is not None:
            rest, e = outside_mass*c**2, total_energy(x)
            kappa = np.sqrt(rest**2 - e**2)/c
            wall = (c*kappa/(e + rest)
                    * kve(n + 1, kappa*R)/kve(n, kappa*R))
        return wall*jv(n, x) - small_ratio(x)*jv(n + 1, x)

    grid = np.linspace(0.5, 8, 400)
    values = [mismatch(x) for x in grid]
    for i in range(len(grid) - 1):
        if values[i]*values[i + 1] < 0:
            return brentq(mismatch, grid[i], grid[i + 1], xtol=1e-13)
    raise RuntimeError("no root found")


# ---- Same levels from a single-valued Cartesian component psi_1(x, y) ----
# Polynomials on the unit disk; no angular quantum number is put in.
degree = 14
pairs = [(a, b) for a in range(degree + 1) for b in range(degree + 1 - a)]
ia, ib = np.array(pairs).T


def polynomials(x, y):
    slope = leg.legder(np.eye(degree + 1))
    px, py = leg.legvander(x, degree), leg.legvander(y, degree)
    dx, dy = leg.legval(x, slope).T, leg.legval(y, slope).T
    return px[:, ia]*py[:, ib], dx[:, ia]*py[:, ib], px[:, ia]*dy[:, ib]


nodes, weights = leg.leggauss(18)
nodes, weights = (nodes + 1)/2, weights/2
angles = 2*np.pi*np.arange(40)/40
rr, aa = np.meshgrid(nodes, angles, indexing="ij")
area = np.repeat(weights*nodes, 40) * 2*np.pi/40
X, Y = (rr*np.cos(aa)).ravel(), (rr*np.sin(aa)).ravel()
f, fx, fy = polynomials(X, Y)
triangle = np.linalg.qr(np.sqrt(area)[:, None]*f)[1]
to_orthonormal = np.linalg.inv(triangle)
f, fx, fy = (m @ to_orthonormal for m in (f, fx, fy))
xe, ye = np.cos(angles), np.sin(angles)
g, gx, gy = (m @ to_orthonormal for m in polynomials(xe, ye))
edge = 2*np.pi/40
gradient = fx.T @ (area[:, None]*fx) + fy.T @ (area[:, None]*fy)
edge_norm = edge * g.T @ g
edge_L = -1j*edge * g.T @ (xe[:, None]*gy - ye[:, None]*gx)
disk_L = -1j * f.T @ (area[:, None]*(X[:, None]*fy - Y[:, None]*fx))


def cartesian_level(index):
    """Return kR and the mean of L_z in psi_1 for one level."""
    energy = c**2
    for _ in range(6):
        matrix = gradient + R*(energy + c**2)/c*edge_norm - edge_L
        matrix = (matrix + matrix.conj().T)/2
        values, vectors = np.linalg.eigh(matrix)
        x = np.sqrt(values[index])
        energy = total_energy(x)
    v = vectors[:, index]
    return x, np.vdot(v, disk_L @ v).real


levels = []
for index in range(6):
    x_cart, mean_L = cartesian_level(index)
    levels.append((mean_L + 0.5, x_cart))
for j_found, x_cart in levels[:3]:
    j_half = round(j_found - 0.5) + 0.5
    assert abs(j_found - j_half) < 1e-5
    assert abs(x_cart - bessel_root(j_half)) < 1e-7
assert abs(levels[0][0] - 0.5) < 1e-5

# ---- Nonrelativistic limit, wall condition, wrong periodicity ----
x_true = bessel_root(0.5)
x_hard = jn_zeros(0, 1)[0]
e_true = kinetic(x_true)
e_hard = hartree*(x_hard/R)**2/2
shift = e_true - e_hard
shift_estimate = -e_hard/(c*R)
shift_kinematic = kinetic(x_hard) - e_hard
assert abs(shift/shift_estimate - 1) < 0.02
assert abs(shift_kinematic) < 0.02*abs(shift)

wall_100 = kinetic(bessel_root(0.5, 100.0)) - e_true
wall_1000 = kinetic(bessel_root(0.5, 1000.0)) - e_true
assert abs(wall_100/wall_1000 - 10) < 0.5

x_periodic = bessel_root(1.0)
e_periodic = kinetic(x_periodic)
gap_to_true = min(abs(e_periodic - kinetic(x)) for _, x in levels)
assert gap_to_true > 5

print("FRAME AND CONNECTION")
print(f"largest error of frame operator on u (H/c, a.u.): {worst_u:.1e}")
print(f"largest error of the 1/(2 rho) term (H/c, a.u.): {worst_term:.1e}")
print(f"factor of u after one turn: {turn_factor.real:.6f}")
print("diagonal of Gamma_phi, imaginary part:",
      np.round(np.diag(gamma[1]).imag, 3))
print(f"loop matrix, first diagonal element: {loop[0, 0].real:.6f}")
print("CYLINDER, p_z = 0, BLOCK OF COMPONENTS 1 AND 4")
print(f"radius R: {radius_angstrom:.3f} angstrom = {R:.5f} bohr")
print(f"speed of light c: {c:.4f} a.u.")
print(f"c R: {c*R:.3f} a.u.")
print(f"kR, j = 1/2: {x_true:.6f}")
print(f"k, j = 1/2: {x_true/radius_angstrom:.6f} 1/angstrom")
print(f"q = c k/(E + c^2), j = 1/2: {small_ratio(x_true):.6f}")
print(f"E - c^2, j = 1/2: {e_true:.4f} eV = {e_true/hartree:.6f} hartree")
print(f"first zero of J_0: {x_hard:.6f}")
print(f"nonrelativistic hard-wall energy: {e_hard:.4f} eV")
print(f"relativistic minus nonrelativistic: {shift:.4f} eV")
print(f"estimate -E0/(c R): {shift_estimate:.4f} eV")
print(f"part from energy-momentum relation: {shift_kinematic:.5f} eV")
print(f"change for outside mass 100 m_e: {wall_100:.6f} eV")
print(f"change for outside mass 1000 m_e: {wall_1000:.6f} eV")
print("LOWEST LEVELS FROM THE SINGLE-VALUED CARTESIAN COMPONENT")
for j_found, x_cart in levels[:3]:
    j_half = round(j_found - 0.5) + 0.5
    print(f"j read off: {j_found:.4f}, kR Cartesian: {x_cart:.7f}, "
          f"kR Bessel: {bessel_root(j_half):.7f}, "
          f"E - c^2: {kinetic(x_cart):.4f} eV")
print("WRONG PERIODIC CONDITION")
print(f"kR for j = 1: {x_periodic:.6f}")
print(f"false level for j = 1: {e_periodic:.4f} eV")
print(f"distance to nearest of six true levels: {gap_to_true:.4f} eV")
print("all assertions hold")
```

Running it gives:

```
FRAME AND CONNECTION
largest error of frame operator on u (H/c, a.u.): 5.4e-12
largest error of the 1/(2 rho) term (H/c, a.u.): 4.4e-12
factor of u after one turn: -1.000000
diagonal of Gamma_phi, imaginary part: [-0.5  0.5 -0.5  0.5]
loop matrix, first diagonal element: -1.000000
CYLINDER, p_z = 0, BLOCK OF COMPONENTS 1 AND 4
radius R: 1.000 angstrom = 1.88973 bohr
speed of light c: 137.0360 a.u.
c R: 258.961 a.u.
kR, j = 1/2: 2.400187
k, j = 1/2: 2.400187 1/angstrom
q = c k/(E + c^2), j = 1/2: 0.004634
E - c^2, j = 1/2: 21.9484 eV = 0.806590 hartree
first zero of J_0: 2.404826
nonrelativistic hard-wall energy: 22.0338 eV
relativistic minus nonrelativistic: -0.0854 eV
estimate -E0/(c R): -0.0851 eV
part from energy-momentum relation: -0.00048 eV
change for outside mass 100 m_e: -0.000850 eV
change for outside mass 1000 m_e: -0.000085 eV
LOWEST LEVELS FROM THE SINGLE-VALUED CARTESIAN COMPONENT
j read off: 0.5000, kR Cartesian: 2.4001869, kR Bessel: 2.4001869, E - c^2: 21.9484 eV
j read off: 1.5000, kR Cartesian: 3.8243011, kR Bessel: 3.8243011, E - c^2: 55.7190 eV
j read off: -0.5000, kR Cartesian: 3.8243296, kR Bessel: 3.8243296, E - c^2: 55.7198 eV
WRONG PERIODIC CONDITION
kR for j = 1: 3.135527
false level for j = 1: 37.4566 eV
distance to nearest of six true levels: 15.5081 eV
all assertions hold
```
